Bond direction and axial channelling in silicon

**Q:** I want to know which crystal axis of silicon steers a fast boron ion best. My answer is 111. The nearest-neighbour bonds lie along it, so its atoms stand closest together, and a closely packed row should repel the ion most. Is there anything wrong with that?

**A:** The bonds do lie along 111. But what follows one bond length along that row? Take cubic cell edge a and put an atom at the origin. Its neighbour is at (a/4)(1,1,1), a distance √3a/4 away. The next atom on the line is at a(1,1,1), a distance √3a from the origin. The gaps therefore alternate:

short gap = √3a/4

long gap = √3a − √3a/4 = 3√3a/4

With a = 5.431 Å these are 2.352 Å and 7.055 Å. Two atoms share a repeat length √3a, so the mean spacing is

d(111) = √3a/2 = 4.703 Å (0.4703 nm).

Along 110 the atoms are at (a/2)(1,1,0), a(1,1,0) and so on. They are evenly spaced, with

d(110) = √(a²/4 + a²/4) = a/√2 = 3.840 Å (0.3840 nm).

**Q:** So 111 has the shorter gap and 110 has more atoms per length. Why should the ion care about the second and not the first?

**A:** Because a fast ion moving nearly parallel to a row is turned by many atoms in succession. Let V(R) be the repulsive potential energy between the ion and one atom at distance R. I take V to be spherical and the atoms to be at rest. If the distance r from the row changes little from atom to atom, the ion feels V averaged along the row.

Let the row repeat after a length L, with n atoms at z₁ … zₙ in each repeat. The average is

U(r) = (1/L) Σⱼ Σₘ ∫₀ᴸ V(√(r² + (z − zⱼ − mL)²)) dz,

where m runs over all integers. For a given j, substitute s = z − zⱼ − mL. The integration ranges for successive m then join end to end and cover the whole line once, wherever zⱼ is. Each of the n atoms contributes the same integral:

U(r) = (n/L) ∫ V(√(r² + s²)) ds = (1/d) ∫ V(√(r² + s²)) ds, with d = L/n.

The positions zⱼ have dropped out. Within this average a short gap gains nothing, because the long gap beside it pays it back. Both rows consist of the same atoms, so the integral is the same at equal r, and

U110/U111 = d(111)/d(110) = (√3a/2)(√2/a) = √(3/2) ≈ 1.225.

Neither the ion's charge nor the form of the screening enters this ratio.

**Q:** Could some less familiar direction beat 110?

**A:** No. Measure positions in units of a/4 from an atom of one of the two face-centred sublattices. Sites of the same sublattice are 2(m₁,m₂,m₃), with integer mᵢ whose sum is even. Sites of the other sublattice are these plus (1,1,1), so all their coordinates are odd. Points on a row with coprime indices h,k,l are t(h,k,l), and a site on it needs integer t.

If h,k,l are not all odd, the row cannot meet the other sublattice. Its spacing is then a translation of the face-centred lattice. The shortest of these is a/√2, and it points along 110 or an equivalent direction.

If h,k,l are all odd, a site of the same sublattice needs even t. At t = 2 we have mᵢ equal to h,k,l, whose sum is odd, so there is no site. At t = 4 the sum is doubled and there is one. The repeat length is therefore a√(h² + k² + l²). The other sublattice needs odd t and t(h + k + l) − 3 divisible by 4. Since h + k + l is odd, the values at t = 1 and t = 3 differ by 2 modulo 4, and exactly one of them qualifies. That makes two atoms per repeat:

d = a√(h² + k² + l²)/2 ≥ √3a/2 > a/√2.

So 111 is the densest of the all-odd rows, and 110 is denser still.

**Q:** I accept the ratio. How strong is the potential itself?

**A:** Write the screened repulsion, in atomic units, as

V(R) = (Z₁Z₂/R) Σᵢ αᵢ exp(−bᵢR),

where Z₁ and Z₂ are the nuclear charges, the weights αᵢ add up to one, and the bᵢ are inverse screening lengths. To integrate along the row, put s = r sinh q. Then √(r² + s²) = r cosh q and ds = r cosh q dq, so the factor r cosh q cancels:

∫ exp(−b√(r² + s²))/√(r² + s²) ds = ∫ exp(−br cosh q) dq = 2K₀(br).

The last step is the integral definition of the modified Bessel function K₀. Hence

U(r) = (2Z₁Z₂/d) Σᵢ αᵢ K₀(bᵢr).

Far from the row this falls off exponentially. Towards r = 0 it grows logarithmically, so a row of fixed atoms has no finite top, and we must say how close an ion may come and still count as channelled. I take the rms displacement of an atom in the plane across the row. If u is the rms displacement along one direction, the two directions add in square:

ρ = √(u² + u²) = √2 u.

With u roughly 0.075 Å near 300 K, ρ = 0.106 Å. This is a criterion, not a sharp boundary.

For boron in silicon Z₁Z₂ is 1008 eV Å in ordinary units. With the universal (ZBL) screening function, U110(ρ) = 416 eV. Multiplying by d gives the line integral, which serves for every row:

416 eV × 3.840 Å ≈ 1597 eV Å

U111(ρ) = 1597/4.703 ≈ 340 eV

U100(ρ) = 1597/5.431 ≈ 294 eV

Your picture puts the bond length in place of the mean spacing and gives 1597/2.352 ≈ 679 eV for 111. That is twice the right value, because it describes a row with twice as many atoms.

**Q:** What does a stronger potential do for the ion?

**A:** It lets the ion arrive at a larger angle and still be turned back. Let x be the distance from the row for an ion aimed straight at it, M its mass, v its speed and E = Mv²/2. Across the row, M d²x/dt² = −dU/dx. At small angles z = vt, so d²x/dt² = v² d²x/dz². With Mv² = 2E and primes on x for d/dz,

2E x″ = −dU/dx.

Multiply by x′. The left side becomes d(E x′²)/dz and the right side −dU/dz, so

E x′² + U(x) = constant.

Far away U ≈ 0 and x′ = −ψ, where ψ is the angle to the row. At closest approach x′ = 0. Setting the closest approach equal to ρ gives the critical angle:

Eψc² = U(ρ), so ψc = √(U(ρ)/E).

I use "channels most strongly" to mean "has the largest ψc". At fixed E and ρ,

ψc(110)/ψc(111) = √(U110/U111) = (3/2)^(1/4) ≈ 1.107.

For E = 1 MeV, ψc(110) = √(416/1000000) = 0.0204 rad = 1.17°. The same formula gives 1.06° for 111 and 0.98° for 100. The bond-length picture would give 1.49° for 111 and put it first.

**Q:** You smeared the atoms into a line. The 7 Å hole in the 111 row is still there. Can the ion not slip through it?

**A:** That is the right place to press. Go back to separate atoms. If x hardly changes while the ion passes one atom, the change of slope is the integrated force divided by 2E. Since dK₀(s)/ds = −K₁(s),

Δx′ = −(1/2E) (d/dx)[2Z₁Z₂ Σᵢ αᵢ K₀(bᵢx)] = (Z₁Z₂/E) Σᵢ αᵢbᵢ K₁(bᵢx).

At 1 MeV and x = ρ this is 0.379°. Kicks farther out are weaker. To be reflected from the 110 row at the critical angle the ion must turn through 2 × 1.17° = 2.34°, which takes at least 2.34/0.379 ≈ 6.2 kicks, so seven or more atoms. Averaging is then reasonable.

Following the ion from kick to kick with the true gaps checks this. The critical angle is now the largest one at which a head-on ion stays at least ρ from every atom, for all the sampled starting positions along the row. At 1 MeV it is 1.163° for 110, 1.042° for 111 and 0.976° for 100. A 111 row with the same atoms evenly spaced would give 1.050°, so the uneven gaps slightly weaken the real row. In a formal limit at 30 MeV, all three rows agree with the continuum angle to within 0.1%.

**Q:** And at lower energy?

**A:** The kick grows as 1/E but the critical angle only as 1/√E, so fewer atoms share the work. At 50 keV the kick at ρ is twenty times larger, about 7.6°, while the continuum turn for 110 is 2 × 5.2° = 10.4°. Two atoms could do it, and the average is no longer safe. The separate-atom angles are 4.66° for 110, 3.65° for 111 and 3.78° for 100.

So 110 still leads, by a factor of about 1.28 over 111 in this model of sudden kicks. The model also puts 111 just below 100, although the mean spacing of 111 is smaller. Integrating the full path past the atoms, in place of sudden kicks, raises all three angles by about 1% (to 4.70°, 3.68° and 3.81°) and keeps this order. I would still not rely on it for a real crystal: the two angles differ by less than 4%, and the model is one isolated row without thermal displacements. Mean spacing ranks all three rows at 1 MeV. At 50 keV it is no longer a safe guide to 111 against 100.

**Q:** A crystal has many rows. Do the neighbours change the order?

**A:** Not at 1 MeV. Add the continuum potentials of all parallel rows and measure the barrier from the lowest point of the channel up to distance ρ from a row. It is 416 eV for 110, 330 eV for 111 and 286 eV for 100. The 110/111 ratio rises from 1.225 to 1.260, because √(3/2) belongs to isolated rows.

The floor of the channel explains most of the change. It lies at 5.3 eV for 110 but at 12.7 eV for 111. The 110 channel is more open: its lowest point is about 2.0 Å from the nearest row, against 1.3 Å for 111.

**Q:** How far would you trust this for a real implant?

**A:** The 1 MeV figures do not carry over to an implant at 50 keV, as we saw. The order of 110 and 111 is firmer than the absolute values. In a hot wafer with u roughly 0.11 Å, U110(ρ) falls from 416 to 287 eV, or 31%, which lowers the angle by 17%. The ratio between isolated rows stays put, since ρ changes equally for both. Molière screening with the Firsov length gives 444 eV, 7% more. Both screenings describe a neutral boron atom. At 1 MeV the ion has lost some of its electrons, so the absolute potential is less certain than that 7% suggests.

Two energy losses are small beside E at 1 MeV. A silicon atom passed at ρ takes up energy (M/M₂)E(Δx′)², with M₂ its mass: (11/28) × 1000000 eV × (0.00661)² ≈ 17 eV. For the length of one deflection, take the path in and out across 1 Å at the critical angle of the 110 row: 2 Å/0.0204 ≈ 98 Å. Electronic stopping of, say, 50 eV/Å over that path costs about 4900 eV, or 0.5% of E. This gives only the order of size. The path is nearer 108 Å, because the ion's sideways motion slows near the row, and 50 eV/Å is a low guess: the Lindhard–Scharff formula gives about 65 eV/Å, or 0.7% of E. The loss reaches 1% of E if the stopping is about 93 eV/Å, so take it as of order 1%.

Real wafers also break the assumption of a perfect row at rest. Random thermal displacements from atom to atom, implant damage and a surface oxide all scatter ions out of channels, and I have not computed by how much. Nor does a critical angle give a dopant depth profile. And a beam near the normal of a (100) wafer meets the 100 rows; the strength of 110 matters when the beam is lined up with a 110 axis.

**Q:** Then my error was to read the strength of the row from one gap.

**A:** Yes. The bond tells you where the next atom is. The steering depends, at high energy, on how many atoms the ion passes per unit length. The numerical output below lists the values for all three axes.

Computed results

```
Lattice constant: 5.431 angstrom
Boron energy: 1000000 eV
Thermal displacement u (rough): 0.075 angstrom
Closest allowed approach rho: 0.1061 angstrom
ZBL screening length: 0.1427 angstrom
Z1*Z2*e^2: 1008.0 eV angstrom
Bond length: 2.352 angstrom
111 gaps: 2.352 and 7.055 angstrom
Directions searched for a denser row: 88
110 mean spacing: 3.840 angstrom = 0.3840 nm
110 row potential at rho: 415.8 eV
110 critical angle, continuum: 1.168 deg
110 critical angle, separate atoms: 1.163 deg
110 same at 50000 eV: 4.659 deg (continuum 5.225 deg)
110 separate/continuum at 30000000 eV: 0.9997
110 crystal barrier: 415.8 eV, channel minimum 5.26 eV
110 minimum to nearest row: 2.03 angstrom
111 mean spacing: 4.703 angstrom = 0.4703 nm
111 row potential at rho: 339.5 eV
111 critical angle, continuum: 1.056 deg
111 critical angle, separate atoms: 1.042 deg
111 same at 50000 eV: 3.652 deg (continuum 4.721 deg)
111 separate/continuum at 30000000 eV: 0.9995
111 crystal barrier: 329.9 eV, channel minimum 12.68 eV
111 minimum to nearest row: 1.27 angstrom
100 mean spacing: 5.431 angstrom = 0.5431 nm
100 row potential at rho: 294.0 eV
100 critical angle, continuum: 0.982 deg
100 critical angle, separate atoms: 0.976 deg
100 same at 50000 eV: 3.780 deg (continuum 4.393 deg)
100 separate/continuum at 30000000 eV: 0.9996
100 crystal barrier: 286.1 eV, channel minimum 11.79 eV
100 minimum to nearest row: 1.33 angstrom
Potential ratio 110/111, direct average: 1.2247
Angle ratio 110/111, continuum: 1.1067
Angle ratio 110/111, separate atoms: 1.1164
Angle ratio 110/111 at 50000 eV: 1.2759
Barrier ratio 110/111, whole crystal: 1.2604
111 angle if evenly spaced: 1.050 deg
False 111 potential from bond length: 678.9 eV
False 111 critical angle: 1.493 deg
110 potential, hot wafer (u = 0.11 angstrom): 287.0 eV
110 potential, Moliere-Firsov: 444.4 eV
Kick at rho, one atom: 0.379 deg
Silicon recoil energy at rho: 17.2 eV
Stopping (rough): 50 eV/angstrom
Path of one deflection: 98 angstrom
Energy lost on that path: 4904 eV = 0.49 percent
```
